\section*{The Self-Consistent Ultrasoft Perturbation at Wavevector q, with Phonon Terms, part 1}

(Sections cited here and not found follow in the second part.)

\section{A constant potential}

With ultrasoft pseudopotentials the orbitals obey $H\psi=\varepsilon S\psi$, where the overlap operator is $S=1+\sum q_{nm}|\beta_n\rangle\langle\beta_m|$ and the $\beta_n$ are atomic projectors. Add a constant $c$ to the local potential. Every level must move by $c$ and no orbital may change. Replacing $H$ by $H+c$ fails: the first-order mixing of an occupied state $v$ with an empty state $j$ would be $c\langle j|v\rangle/(\varepsilon_v-\varepsilon_j)$, and since the orthogonality relation is $\langle j|S|v\rangle=0$,
\begin{equation}
\langle j|v\rangle=-\sum q_{nm}\langle j|\beta_n\rangle\langle\beta_m|v\rangle ,
\end{equation}
which need not vanish. The replacement that works is $H+cS$, because $(H+cS)\psi=(\varepsilon+c)S\psi$. The extra piece $c\sum q_{nm}|\beta_n\rangle\langle\beta_m|$ is the energy, in the potential $c$, of the charge that the soft orbitals do not carry. For a potential that varies in space, $cq_{nm}$ becomes $\int\delta V\,Q_{nm}$.

\section{Energy, density operator and Hamiltonian}

Rydberg units are used ($\hbar^2/2m=1$, $e^2=2$). The crystal is a nonmagnetic insulator with $N$ cells of volume $\Omega$ and periodic boundary conditions; atom $s$ of cell $l$ sits at $\mathbf R_l+\boldsymbol\tau_s$. Projectors $\beta_{sn}$ and augmentation functions $Q_{s,nm}=Q_{s,mn}$ are real, and a superscript $l$ means the function centred in cell $l$. There is no core correction. The density is
\begin{align}
n(\mathbf r)&=2\sum_{\mathbf kv}\langle\psi_{\mathbf kv}|K(\mathbf r)|\psi_{\mathbf kv}\rangle,\\
K(\mathbf r)&=|\mathbf r\rangle\langle\mathbf r|+\sum_{ls,nm}Q^l_{s,nm}(\mathbf r)\,|\beta^l_{sn}\rangle\langle\beta^l_{sm}| ,
\end{align}
the 2 being spin. With $q_{s,nm}=\int Q_{s,nm}$ one has $\int K\,d^3r=S$, so orbitals with $\langle\psi|S|\psi\rangle=1$ give the right electron number. The energy is $E=2\sum\langle\psi|T+\sum D^0\beta\beta|\psi\rangle+F[n]$, where $\sum D^0\beta\beta$ abbreviates $\sum D^0_{s,nm}|\beta^l_{sn}\rangle\langle\beta^l_{sm}|$ and $F$ holds the local ionic, Hartree and exchange-correlation energies. Put $V=\delta F/\delta n$. Since $\delta n(\mathbf r)/\delta\langle\psi|=2K(\mathbf r)|\psi\rangle$, the chain rule gives $\delta F/\delta\langle\psi|=2\int V K\,d^3r\,|\psi\rangle$. Stationarity of $E-2\sum\varepsilon\langle\psi|S|\psi\rangle$ then yields $H\psi=\varepsilon S\psi$ with
\begin{equation}
H=T+\sum D^0\beta\beta+\int V(\mathbf r)K(\mathbf r)\,d^3r=T+V+\sum D\,\beta\beta,\qquad D=D^0+\int VQ .
\label{H}
\end{equation}
At fixed atoms $T$, $D^0$, $K$ and $S$ do not change and $H$ is linear in $V$, so
\begin{equation}
\delta H=\int\delta V\,K\,d^3r=\delta V+\sum_{ls,nm}|\beta^l_{sn}\rangle\Big(\int\delta V\,Q^l_{s,nm}\Big)\langle\beta^l_{sm}| .
\label{dH}
\end{equation}
For $\delta V=c$ this is $cS$. The step needs $F$ to be a functional of $n$ alone; terms that depend on the orbitals in another way, such as Fock exchange, are not covered. When atoms move, (\ref{dH}) is one part of the perturbation, and the rest is derived in Section \ref{ph}.

\section{The perturbation at wavevector $\mathbf q$}

Let $\tilde f(\mathbf p)=\int f e^{-i\mathbf p\cdot\mathbf r}d^3r$; for real $f$, $\int fe^{+i\mathbf p\cdot\mathbf r}=\tilde f(\mathbf p)^*$. Take
\begin{equation}
\delta V=\lambda\big[e^{i\mathbf q\cdot\mathbf r}dv(\mathbf r)+\text{c.c.}\big],\qquad dv=\sum_{\mathbf G}dv(\mathbf G)e^{i\mathbf G\cdot\mathbf r},
\end{equation}
with real $\lambda$, and follow the $+\mathbf q$ part per unit $\lambda$. Neither $\mathbf q$ nor $2\mathbf q$ is a reciprocal vector. If $2\mathbf q=\mathbf G$, the conjugate term has the same Bloch character as the first and the two must be merged into one amplitude.

\emph{The integral.} Substitute $\mathbf r=\mathbf x+\mathbf R_l+\boldsymbol\tau_s$ and use $e^{i\mathbf G\cdot\mathbf R_l}=1$:
\begin{align}
\int e^{i\mathbf q\cdot\mathbf r}dv\,Q^l_{s,nm}\,d^3r
&=\sum_{\mathbf G}dv(\mathbf G)\,e^{i(\mathbf q+\mathbf G)\cdot(\mathbf R_l+\boldsymbol\tau_s)}\!\int\! Q_{s,nm}(\mathbf x)e^{i(\mathbf q+\mathbf G)\cdot\mathbf x}d^3x
=e^{i\mathbf q\cdot\mathbf R_l}I_{s,nm},\nonumber\\
I_{s,nm}&=\sum_{\mathbf G}dv(\mathbf G)\,e^{i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\,\tilde Q_{s,nm}(\mathbf q+\mathbf G)^* .
\label{I}
\end{align}

\emph{The bra.} Write $\psi_{\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$ and $u_{\mathbf k}=\Omega^{-1/2}\sum c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. The same substitution gives
\begin{align}
\langle\beta^l_{sm}|\psi_{\mathbf k}\rangle&=N^{-1/2}e^{i\mathbf k\cdot\mathbf R_l}\,b^{\mathbf k}_{sm},\qquad b^{\mathbf k}_{sm}=\sum_{\mathbf G}\beta^{\mathbf k}_{sm}(\mathbf G)^*c_{\mathbf G}\equiv\langle\beta^{\mathbf k}_{sm}|u_{\mathbf k}\rangle,\label{b}\\
\beta^{\mathbf k}_{sm}(\mathbf G)&=\Omega^{-1/2}\tilde\beta_{sm}(\mathbf k+\mathbf G)\,e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau_s}.
\end{align}

\emph{The ket.} The nonlocal term acting on $\psi_{\mathbf k}$ is $N^{-1/2}\sum_l e^{i(\mathbf q+\mathbf k)\cdot\mathbf R_l}|\beta^l_{sn}\rangle I_{s,nm}b^{\mathbf k}_{sm}$. Its component on the normalized plane wave $(N\Omega)^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ contains
\begin{equation}
N^{-1/2}(N\Omega)^{-1/2}\,\tilde\beta_{sn}(\mathbf K)e^{-i\mathbf K\cdot\boldsymbol\tau_s}\sum_l e^{i(\mathbf k+\mathbf q-\mathbf K)\cdot\mathbf R_l}.
\end{equation}
The lattice sum is $N$ if $\mathbf K=\mathbf k+\mathbf q+\mathbf G'$ and zero otherwise; the powers of $N$ cancel and $\beta^{\mathbf k+\mathbf q}_{sn}(\mathbf G')$ remains. The local term takes the wave $\mathbf k+\mathbf G$ to $\mathbf k+\mathbf q+\mathbf G'$ with amplitude $dv(\mathbf G'-\mathbf G)$. On periodic parts, therefore,
\begin{equation}
\Delta H^{\mathbf k+\mathbf q,\mathbf k}=dv+\sum_{s,nm}|\beta^{\mathbf k+\mathbf q}_{sn}\rangle\,I_{s,nm}\,\langle\beta^{\mathbf k}_{sm}| ,
\label{main}
\end{equation}
and every block other than $(\mathbf k+\mathbf q,\mathbf k)$ vanishes. The site phases are those of three positions taken from one origin: $e^{-i\mathbf q\cdot\boldsymbol\tau_s}$ left over from ket and bra cancels $e^{+i\mathbf q\cdot\boldsymbol\tau_s}$ in $I$. The matrix $I$ is symmetric in $n,m$ but complex, so not Hermitian; the real change of $D$ in cell $l$ is $2\lambda\,\mathrm{Re}(e^{i\mathbf q\cdot\mathbf R_l}I)$, because the conjugate half of $\delta V$ integrated with a real $Q$ gives the conjugate number.

In a basis $|\mathbf K|^2<E_{\rm cut}$ the local element connects two waves whose difference is $\mathbf q+\mathbf G$, so it exists for $|\mathbf q+\mathbf G|<2\sqrt{E_{\rm cut}}$ at most. Components of $dv$ with larger $|\mathbf q+\mathbf G|$ act only through $I$.

\section{The form factor}

For projectors of angular character $Y_n,Y_m$ (real harmonics), write $Q_{nm}=\sum_{LM}C^{LM}_{nm}Q^L_{nm}(r)Y_{LM}(\hat{\mathbf r})$ with $C^{LM}_{nm}=\int Y_nY_mY_{LM}\,d\hat{\mathbf r}$. Insert $e^{-i\mathbf p\cdot\mathbf r}=4\pi\sum(-i)^Lj_L(pr)Y_{LM}(\hat{\mathbf p})Y_{LM}(\hat{\mathbf r})$; orthonormality of the harmonics does the angular integral:
\begin{equation}
\tilde Q_{nm}(\mathbf p)=4\pi\sum_{LM}(-i)^L\,C^{LM}_{nm}\,Y_{LM}(\hat{\mathbf p})\int_0^\infty r^2Q^L_{nm}(r)\,j_L(pr)\,dr .
\label{Qt}
\end{equation}
Under inversion the integrand of $C$ acquires $(-1)^{l_n+l_m+L}$, so $L$ has the parity of $l_n+l_m$, and $\tilde Q$ is real for even and imaginary for odd $l_n+l_m$. As $j_L\propto(pr)^L$ at small $p$, only $L=0$ survives at $p=0$, where $\tilde Q=q_{nm}$, while the $s$--$p$ element starts linearly in $p$. Using $\tilde Q(\mathbf G)$ in place of $\tilde Q(\mathbf q+\mathbf G)$ would remove the $s$--$p$ coupling of the $\mathbf G=0$ component.

\section{First-order orbitals}

Keep a change $\delta S$ for later use. Differentiating $(H-\varepsilon_vS)|v\rangle=0$ gives
\begin{equation}
(H-\varepsilon_vS)|\delta v\rangle=-(\delta H-\varepsilon_v\,\delta S-\delta\varepsilon_v S)|v\rangle .
\end{equation}
Multiplying by $\langle v|$ gives $\delta\varepsilon_v=\langle v|\delta H-\varepsilon_v\delta S|v\rangle$, which is zero because a perturbation at $\pm\mathbf q\neq\mathbf G$ has no block $(\mathbf k,\mathbf k)$. If occupied levels at $\mathbf k$ and $\mathbf k+\mathbf q$ are degenerate, as in the worked example, they split in first order. One then differentiates $H|v\rangle=\sum_{v'}S|v'\rangle\Lambda_{v'v}$, with $\Lambda$ diagonal before the perturbation, and $\delta\varepsilon_vS|v\rangle$ is replaced by $\sum_{v'}S|v'\rangle\delta\Lambda_{v'v}$; since $\langle c|S|v'\rangle=0$ for an empty state $c$, the next step is unchanged. Multiplying by an empty state $\langle c|$ and using $\langle c|H=\varepsilon_c\langle c|S$,
\begin{equation}
\langle c|S|\delta v\rangle=\frac{\langle c|\delta H-\varepsilon_v\delta S|v\rangle}{\varepsilon_v-\varepsilon_c},
\label{sos}
\end{equation}
where the gap keeps the denominator away from zero. Completeness reads $\sum_j|j\rangle\langle j|S=1$, so (\ref{sos}) is the coefficient of $|c\rangle$ in $|\delta v\rangle$. The sum over empty states is avoided as follows. Let $P_v=\sum_{v'}|v'\rangle\langle v'|$ at $\mathbf k+\mathbf q$, and let $\Delta u$ solve the Sternheimer equation
\begin{equation}
\big(H-\varepsilon_{\mathbf kv}S+\alpha SP_vS\big)_{\mathbf k+\mathbf q}|\Delta u_{\mathbf kv}\rangle=-(1-SP_v)\,(\Delta H-\varepsilon_{\mathbf kv}\Delta S)|u_{\mathbf kv}\rangle .
\label{st}
\end{equation}
Apply $\langle c|$: since $\langle c|SP_v=0$, equation (\ref{sos}) results. Apply $\langle v'|$: since $\langle v'|SP_v=\langle v'|$, the right side vanishes and the left is $(\varepsilon_{v'}-\varepsilon_{\mathbf kv}+\alpha)\langle v'|S|\Delta u\rangle$. With $\alpha$ larger than the valence width the bracket is positive, so $\Delta u$ has no valence part.

\section{First-order density}

At fixed $K$, $\delta n=2\sum_v[\langle v|K|\delta v\rangle+\langle\delta v|K|v\rangle]$, with $v$ running over all $\mathbf k$.

\emph{Valence part.} Insert completeness, keep the occupied states, and exchange the names $v,v'$ in the second term:
\begin{equation}
2\sum_{vv'}\langle v|K|v'\rangle\big[\langle v'|S|\delta v\rangle+\langle\delta v'|S|v\rangle\big]=-2\sum_{vv'}\langle v|K|v'\rangle\langle v'|\delta S|v\rangle ,
\label{vv}
\end{equation}
because $\delta\langle v'|S|v\rangle=0$. At fixed atoms this is zero. In a metal the two terms carry different occupations and do not combine in this way.

\emph{Conduction part.} Let $\Delta^\pm\psi_{\mathbf k}$ be the responses at $\mathbf k\pm\mathbf q$. The $+\mathbf q$ part of $\delta n$ is $2\sum[\langle\psi_{\mathbf k}|K|\Delta^+\psi_{\mathbf k}\rangle+\langle\Delta^-\psi_{\mathbf k}|K|\psi_{\mathbf k}\rangle]$. The kernels of $H$ and $S$ are real, so $\psi_{\mathbf k}^*$ is a state $\psi_{-\mathbf k}$; the $-\mathbf q$ perturbation is the conjugate of the $+\mathbf q$ one, so conjugating its equation shows $(\Delta^-\psi_{\mathbf k})^*=\Delta^+\psi_{-\mathbf k}$. The kernel of $K$ is real and symmetric, so $\langle\phi|K|\psi\rangle=\langle\psi^*|K|\phi^*\rangle$. The second term becomes $\langle\psi_{-\mathbf k}|K|\Delta^+\psi_{-\mathbf k}\rangle$ and, for a set of $\mathbf k$ closed under inversion, doubles the first. The step rests on real kernels. It survives collinear spin polarization, spin by spin, but fails when no such symmetry relates $\mathbf k$ to $-\mathbf k$, as in a magnet with spin--orbit coupling, and both responses are then needed.

\emph{Fourier components.} By (\ref{b}) at $\mathbf k$ and at $\mathbf k+\mathbf q$, the augmentation term is $N^{-1}\sum_le^{i\mathbf q\cdot\mathbf R_l}Q^l_{s,nm}\,b^{\mathbf k*}_{sn}\Delta b_{sm}$, with $\Delta b=\langle\beta^{\mathbf k+\mathbf q}|\Delta u\rangle$. The function $e^{-i\mathbf q\cdot\mathbf r}\sum_le^{i\mathbf q\cdot\mathbf R_l}Q^l$ is periodic. Its coefficient is $(N\Omega)^{-1}$ times its integral with $e^{-i\mathbf G\cdot\mathbf r}$ over the crystal, where each of the $N$ cells gives the same $e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\tilde Q(\mathbf q+\mathbf G)$. With $\delta n=\lambda[e^{i\mathbf q\cdot\mathbf r}dn+\text{c.c.}]$ and $\Delta c$ the coefficients of $\Delta u$,
\begin{equation}
dn(\mathbf G)=\frac{4}{N\Omega}\sum_{\mathbf kv}\Big[\sum_{\mathbf G'}c^*_{\mathbf G'}\Delta c_{\mathbf G'+\mathbf G}+\sum_{s,nm}e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\tilde Q_{s,nm}(\mathbf q+\mathbf G)\,b^{\mathbf k*}_{sn}\Delta b_{sm}\Big].
\label{dn}
\end{equation}

\emph{Closing the loop.} Poisson's equation $\nabla^2V_H=-8\pi n$ acts on $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$, and in the local density approximation $\delta V_{xc}=f_{xc}\delta n$ with the periodic $f_{xc}=dV_{xc}/dn$ at the ground-state density. Neither changes $\mathbf q$:
\begin{equation}
dv(\mathbf G)=dv_{\rm ext}(\mathbf G)+\frac{8\pi\,dn(\mathbf G)}{|\mathbf q+\mathbf G|^2}+(f_{xc}\,dn)(\mathbf G).
\label{scf}
\end{equation}
Equations (\ref{I}), (\ref{main}), (\ref{st}), (\ref{dn}) and (\ref{scf}) are iterated together, with $I$ recomputed from the full $dv$ each time. At $\mathbf q=\mathbf G$ the term $\delta\varepsilon\,S$ returns and one Hartree denominator vanishes.

For fixed atoms, the perturbation at wavevector $\mathbf q$, the first-order orbitals and density, and the self-consistency loop that joins them have now been derived. What remains is to show two properties that depend on $I$, to add the terms that arise when atoms move, and to test the equations on a worked example.
